# Convergence and rates of the level-shifted Hartree–Fock iteration: a numerical check

```python
# Level-shifted Roothaan iteration: D_{n+1} = aufbau projector of F(D_n) - b D_n.
# D=(D_alpha,D_beta) projectors in an orthonormal basis, E=<h,D>+<G(D),D>/2, F=h+G(D).
# [gm,gp]: spectrum of G on symmetric traceless pairs; d_n=|D_{n+1}-D_n|; e_n=E_n-E*.
# Under test, for b>gp: descent E_n-E_{n+1} >= (b+gap_n-gp) d_n^2/2, gradient bound
# |[F,D]|_{n+1} <= (b-gm) d_n; with e^(1-theta) <= kappa |grad|: finite length and rates;
# sharp rate rho=1-mu_min with H x = mu (Omega+b) x (H Hessian, Omega orbital gaps);
# at a quartic point e=c4 s^4 (s distance): 1/s^2 grows by 8 c4/m_v per step.
# Energies in hartree, lengths in bohr. BeH2: linear, UHF/STO-3G, Loewdin basis.
import numpy as np
from scipy.linalg import eigh, expm, null_space, block_diag
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10
comm = lambda A, B: A@B - B@A
dot = lambda A, B: float(np.sum(A*B))
unit = lambda x: x/np.linalg.norm(x)

class System:
    def __init__(s, h, eri, nocc):
        s.n = n = len(h); s.h = np.array([h, h]); s.nocc = nocc; s.eri = eri
        J = eri.reshape(n*n, n*n); K = eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
        s.Gm = np.block([[J-K, J], [J, J-K]])
    def mat(s, x): return x.reshape(2, s.n, s.n)
    def G(s, D): return s.mat(s.Gm@D.ravel())
    def F(s, D): return s.h + s.G(D)
    def E(s, D): return dot(s.h, D) + 0.5*dot(s.G(D), D)
    def bounds(s):
        n = s.n; B = []
        for p in range(n):
            for q in range(p+1):
                M = np.zeros((n, n)); M[p, q] = M[q, p] = 1; B.append(unit(M.ravel()))
        B = np.array(B).T; B = B@null_space((np.eye(n).ravel()@B)[None, :])
        B = block_diag(B, B); w = np.linalg.eigvalsh(B.T@s.Gm@B); return w[0], w[-1]
    def step(s, D, b):
        w, c = np.linalg.eigh(s.F(D) - b*D); na, nb = s.nocc
        new = np.array([c[0][:, :na]@c[0][:, :na].T, c[1][:, :nb]@c[1][:, :nb].T])
        return new, min(w[0, na]-w[0, na-1], w[1, nb]-w[1, nb-1])
    def run(s, D, b, N):
        Ds = np.empty((N+1,)+D.shape); gaps = np.empty(N); Ds[0] = D
        for k in range(N): Ds[k+1], gaps[k] = s.step(Ds[k], b)
        return Ds, gaps
    def tangent(s, D):  # orthonormal tangent basis T, gaps Omega, Hessian H, gradient g
        F = s.F(D); T = []; Om = []; n = s.n
        for sp in (0, 1):
            c = np.linalg.eigh(D[sp])[1]; V = c[:, :n-s.nocc[sp]]; O = c[:, n-s.nocc[sp]:]
            eo, uo = np.linalg.eigh(O.T@F[sp]@O); ev, uv = np.linalg.eigh(V.T@F[sp]@V)
            O = O@uo; V = V@uv
            for i in range(len(eo)):
                for a in range(len(ev)):
                    X = np.zeros_like(D); X[sp] = np.outer(O[:, i], V[:, a]); X[sp] += X[sp].T.copy()
                    T.append(X.ravel()/np.sqrt(2)); Om.append(ev[a]-eo[i])
        T = np.array(T).T; Om = np.array(Om)
        return T, Om, np.diag(Om) + T.T@s.Gm@T, T.T@F.ravel()
    def swap(s, T): m = s.n**2; return T.T@np.vstack([T[m:], T[:m]])
    def rotate(s, D, x):
        A = comm(s.mat(x), D); U = np.array([expm(A[0]), expm(A[1])])
        return U@D@U.transpose(0, 2, 1)
    def restricted_newton(s, D):
        for _ in range(8):
            T, Om, H, g = s.tangent(D); P = (np.eye(len(g)) - s.swap(T))/2
            D = s.rotate(D, -T@np.linalg.solve(H+P, g))
            O = np.linalg.eigh(D[0])[1][:, s.n-s.nocc[0]:]; D = np.array([O@O.T]*2)
        assert np.linalg.norm(s.tangent(D)[3]) < 1e-11
        return D
    def profile(s, Ds, Dst):  # energy, excess energy, gradient norm, step length, distance
        V = Ds.reshape(len(Ds), -1); GV = V@s.Gm
        E = V@s.h.ravel() + 0.5*np.sum(V*GV, 1); dl = V - Dst.ravel()
        e = dl@s.F(Dst).ravel() + 0.5*np.sum(dl*(dl@s.Gm), 1)
        C = comm(s.h + GV.reshape(Ds.shape), Ds).reshape(len(Ds), -1)
        nr = lambda M: np.linalg.norm(M, axis=1)
        return E, e, nr(C), nr(np.diff(V, axis=0)), nr(dl)
    def quartic(s, D, T, H, v):  # cubic and quartic reduced coefficients along kernel vector v
        F = s.F(D); A1 = comm(s.mat(T@v), D); a = lambda M: comm(A1, M)
        def orders(w):
            A2 = comm(s.mat(T@w), D); c = lambda M: comm(A2, M)
            D1 = a(D); D2 = c(D) + a(a(D))/2; D3 = (a(c(D)) + c(a(D)))/2 + a(a(a(D)))/6
            D4 = c(c(D))/2 + (a(a(c(D))) + a(c(a(D))) + c(a(a(D))))/6 + a(a(a(a(D))))/24
            return dot(F, D3)+dot(s.G(D1), D2), dot(F, D4)+dot(s.G(D1), D3)+dot(s.G(D2), D2)/2
        l = np.array([(orders(u)[1]-orders(-u)[1])/2 for u in np.eye(len(v))])
        return orders(-np.linalg.pinv(H, rcond=1e-7, hermitian=True)@l)

def beh2(R):
    mol = gto.M(atom=[('Be', (0, 0, 0)), ('H', (0, 0, R)), ('H', (0, 0, -R))],
                basis='sto-3g', unit='Bohr', verbose=0)
    w, u = np.linalg.eigh(mol.intor('int1e_ovlp')); X = (u/np.sqrt(w))@u.T
    h = X@(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))@X
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X, optimize=True)
    return mol, X, System(h, eri, (3, 3))
def inequalities(s, Ds, gaps, b, gm, gp):
    E, e, gr, d, _ = s.profile(Ds, Ds[-1]); drop = E[:-1]-E[1:]; low = 0.5*(b+gaps-gp)*d**2
    assert np.all(drop >= low-1e-12) and np.all(gr[1:] <= (b-gm)*d+1e-12)
    Dl = Ds[1]-Ds[0]
    assert np.abs(comm(s.F(Ds[1]), Ds[1]) - comm(s.G(Dl)-b*Dl, Ds[1])).max() < 1e-11
    m = d > 1e-4; return (drop[m]/low[m]).min(), (gr[1:][m]/((b-gm)*d[m])).max(), E[-1], gr[-1]
def observed_rate(s, D, x, b):
    Ds, gaps = s.run(s.rotate(D, x), b, 3000); d = s.profile(Ds, D)[3]
    assert d[-1] < 1e-9; k = int(np.argmax(d < 1e-8)); return d[k+1]/d[k], k, Ds, gaps
def out(label, x, u='', f='.6f'): print(f'{label}: {x:{f}} {u}')
randproj = lambda s: np.array([(lambda Q: Q@Q.T)(np.linalg.qr(rng.normal(size=(s.n, s.n)))[0][:, :k]) for k in s.nocc])

# reference solution, check of G, energy, gradient and Hessian
R0 = 2.5; mol, X, S0 = beh2(R0); mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel()
Xi = np.linalg.inv(X); D0 = S0.restricted_newton(np.array([Xi@mf.make_rdm1()@Xi/2]*2))
assert abs(S0.E(D0) + mol.energy_nuc() - mf.e_tot) < 1e-8
Dr = randproj(S0); vj, vk = scf.hf.get_jk(mol, X@Dr@X)
assert np.abs(X@(vj[0]+vj[1]-vk)@X - S0.G(Dr)).max() < 1e-9
T, Om, H, g = S0.tangent(Dr); x = unit(rng.normal(size=len(g)))
assert abs((S0.E(S0.rotate(Dr, 1e-4*T@x)) - S0.E(S0.rotate(Dr, -1e-4*T@x)))/2e-4 - g@x) < 1e-6
assert abs(np.linalg.norm(g) - np.linalg.norm(comm(S0.F(Dr), Dr))) < 1e-11
T, Om, H, g = S0.tangent(D0)
fd = (S0.E(S0.rotate(D0, 1e-3*T@x)) + S0.E(S0.rotate(D0, -1e-3*T@x)) - 2*S0.E(D0))/1e-6
assert abs(fd - x@H@x) < 2e-5
# Coulson-Fischer distance: lowest Hessian eigenvalue of the restricted solution vanishes
def soft(R, D):
    s = beh2(R)[2]; D = s.restricted_newton(D); return np.linalg.eigvalsh(s.tangent(D)[2])[0], D, s
R, Dl = R0, D0
while True:
    lam, Dn, _ = soft(R+0.1, Dl)
    if lam < 0: break
    R += 0.1; Dl = Dn; assert R < 7
Rc = brentq(lambda r: soft(r, Dl)[0], R, R+0.1, xtol=1e-12); lamc, Dc, Sc = soft(Rc, Dl)
assert abs(lamc) < 1e-9
gm0, gp0 = S0.bounds(); gmc, gpc = Sc.bounds(); b = float(np.ceil(max(gp0, gpc) + 0.2))
out('level shift b', b, 'Eh', '.1f'); out('level shift b', b*EV, 'eV', '.2f')
print('--- BeH2 nondegenerate minimum'); out('R', R0, 'bohr', '.2f')
out('E* total', S0.E(D0)+mol.energy_nuc(), 'Eh', '.8f'); print(f'g-, g+: {gm0:.5f} {gp0:.5f} Eh')
res = []
for _ in range(4):
    Ds, gaps = S0.run(randproj(S0), b, 3000); res.append(inequalities(S0, Ds, gaps, b, gm0, gp0))
    assert res[-1][3] < 1e-6 and S0.tangent(Ds[-1])[1].min() + b > 0 and res[-1][2] > S0.E(D0)-1e-8
res = np.array(res)
out('random starts: min drop/bound', res[:, 0].min(), '', '.3f'); out('random starts: max grad/bound', res[:, 1].max(), '', '.3f')
print('random starts: E_limit-E* (Eh):', ' '.join(f'{v-S0.E(D0):.1e}' for v in res[:, 2]))
lam0, v0 = np.linalg.eigh(H); mu, y = eigh(H, np.diag(Om+b)); rho = 1-mu[0]
assert lam0[0] > 1e-3 and mu[-1] < 1
Jfd = np.array([T.T@(S0.step(S0.rotate(D0, 1e-4*t), b)[0] - S0.step(S0.rotate(D0, -1e-4*t), b)[0]).ravel()/2e-4 for t in T.T]).T
assert np.abs(np.sort(np.linalg.eigvals(Jfd).real) - np.sort(1-mu)).max() < 1e-6
pr = S0.profile(np.array([S0.rotate(D0, 1e-4*T@v0[:, 0])]*2), D0)
assert abs(pr[1][0]/pr[2][0]**2*2*lam0[0] - 1) < 1e-2
obs, k8, Ds, gaps = observed_rate(S0, D0, 0.2*T@(unit(y[:, 0]) + 0.3*x), b)
assert abs(obs-rho) < 2e-3; inequalities(S0, Ds, gaps, b, gm0, gp0)
E, e, gr, d, s = S0.profile(Ds, D0); assert s[-1] < 1e-9
k = 5; k1 = int(np.argmax(e < 1e-11)) - 1; a = (b-gp0)/2; c = b-gm0
kap = np.sqrt((e[k:k1+1]/gr[k:k1+1]**2).max()); C = kap**2*c**2/a; q = C/(1+C); M = kap*c/(0.5*a)
j = int(np.argmax(e < 1e-9)); assert e[j]/gr[j]**2 < 1.01/(2*lam0[0]) and abs(e[j+1]/e[j]-rho**2) < 5e-3
assert np.all(e[k+1:k1+1] <= q*e[k:k1]) and d[k:k1+1].sum() <= d[k-1] + M*np.sqrt(e[k])
out('smallest orbital gap', Om.min(), 'Eh'); out('lambda_min of H', lam0[0], 'Eh'); out('mu_max', mu[-1])
print(f'rho predicted, observed: {rho:.6f} {obs:.6f}; steps to d<1e-8: {k8}')
print(f'a, c: {a:.5f} {c:.5f} Eh'); print(f'kappa run, 1/sqrt(2 lambda_min): {kap:.5f} {1/np.sqrt(2*lam0[0]):.5f} Eh^-1/2')
print(f'energy factor bound q, true rho^2: {q:.6f} {rho**2:.6f}')
print(f'k=5: e_k {e[k]:.4e} Eh, d_(k-1) {d[k-1]:.4e}, M {M:.3f} Eh^-1/2')
print(f'path length from k=5, bound: {d[k:k1+1].sum():.5f} {d[k-1]+M*np.sqrt(e[k]):.5f}')

print('--- BeH2 Coulson-Fischer point'); out('Rc', Rc, 'bohr'); out('Rc', Rc*ANG, 'angstrom')
print(f'g-, g+: {gmc:.5f} {gpc:.5f} Eh')
T, Om, H, g = Sc.tangent(Dc); lam, vec = np.linalg.eigh(H); v = vec[:, 0]; Sw = Sc.swap(T)
nk = int(np.sum(abs(lam) < 1e-7)); assert abs(v@Sw@v + 1) < 1e-8
c3, c4 = Sc.quartic(Dc, T, H, v); assert abs(c3) < 1e-9 and c4 > 0
mv = v@((Om+b)*v); tilt = np.linalg.norm((Om+b)*v)/mv; N = 30000
Ds, gaps = Sc.run(Sc.rotate(Dc, 0.5*T@v), b, N); inequalities(Sc, Ds, gaps, b, gmc, gpc)
E, e, gr, d, s = Sc.profile(Ds, Dc); h = N//2; slope = (s[N]**-2 - s[h]**-2)/(N-h)
ps = np.log(s[N]/s[h])/np.log(2); pe = np.log(e[N]/e[h])/np.log(2); pl = np.log(gr[N]/gr[h])/np.log(e[N]/e[h])
assert abs(slope/(8*c4/mv)-1) < 0.02 and abs(e[N]/s[N]**4/c4-1) < 0.02
assert abs(gr[N]/(4*c4*s[N]**3*tilt)-1) < 0.02
assert abs(ps+0.5) < 0.03 and abs(pe+2) < 0.12 and abs(pl-0.75) < 0.01
th = 0.25; be = 2*(1-th); a = (b-gpc)/2; c = b-gmc; kap = (e[k:]**(1-th)/gr[k:]).max()
C = kap**2*c**2/a; M = kap*c/(th*a); mu0 = min((be-1)*2**-be/C, (2**(be-1)-1)*e[k]**(1-be))
eb = (e[k]**(1-be) + mu0*np.arange(N+1-k))**(1/(1-be))
assert np.all(e[k:] <= eb*(1+1e-9)) and d[k:].sum() <= d[k-1] + M*e[k]**th and s[N] <= d[N-1] + M*e[N]**th
print(f'kernel dimension {nk}; next Hessian eigenvalue {lam[nk]:.6f} Eh')
print(f'c4 {c4:.6f} Eh, m_v {mv:.6f} Eh, |(Omega+b)v|/m_v {tilt:.6f}')
print(f'slope of 1/s^2 predicted, observed: {8*c4/mv:.6f} {slope:.6f} per step')
print(f'n={N}: s {s[N]:.5f}, e {e[N]:.4e} Eh, grad {gr[N]:.4e} Eh, e/s^4 {e[N]/s[N]**4:.6f} Eh')
print(f'exponents: distance {ps:.4f}, energy {pe:.4f}, 1-theta {pl:.4f}')
print(f'kappa {kap:.5f} Eh^-1/4, M {M:.3f} Eh^-1/4, mu0 {mu0:.4e} Eh^-1/2')
print(f'bounds at n={N}: e {eb[-1]:.4e} Eh, distance {d[N-1]+M*e[N]**th:.4f}')
out('steps for s=1e-4 from m_v/(8 c4 s^2)', mv/(8*c4)*1e8, '', '.3e')
w, U = np.linalg.eigh(Sw); U = U[:, w > 0]; mu, y = eigh(U.T@H@U, U.T@np.diag(Om+b)@U)
obs, k8, Ds, _ = observed_rate(Sc, Dc, 0.2*T@U@(unit(y[:, 0]) + 0.3*unit(rng.normal(size=len(mu)))), b)
assert abs(obs-(1-mu[0])) < 2e-3 and np.linalg.norm(Ds[-1]-Dc) < 1e-9
print(f'spin-symmetric start: rate predicted, observed {1-mu[0]:.6f} {obs:.6f}; steps {k8}')

print('--- BeH2 M_S=1 at R=2.5 bohr (orbit of minima)')
St = System(S0.h[0], S0.eri, (4, 2)); co = np.linalg.eigh(S0.F(D0)[0])[1]
Dt = np.array([co[:, :4]@co[:, :4].T, co[:, :2]@co[:, :2].T]); T = St.tangent(Dt)[0]
Dt = St.run(St.rotate(Dt, 0.1*T@unit(rng.normal(size=T.shape[1]))), b, 4000)[0][-1]
T, Om, H, g = St.tangent(Dt); lam = np.linalg.eigvalsh(H); assert Om.min()+b > 0
z = T.T@comm(X@mol.intor('int1e_cg_irxp')[2]@X, Dt).ravel()
assert np.linalg.norm(z) > 0.1 and np.linalg.norm(H@z) < 1e-7 and abs(lam[0]) < 1e-7 and lam[1] > 1e-3
mu, y = eigh(H, np.diag(Om+b))
obs, k8, _, _ = observed_rate(St, Dt, 0.1*T@(unit(y[:, 1]) + 0.3*unit(rng.normal(size=len(mu)))), b)
assert abs(obs-(1-mu[1])) < 2e-3
out('E total', St.E(Dt)+mol.energy_nuc(), 'Eh', '.8f'); print(f'lowest Hessian eigenvalues: {lam[0]:.1e} {lam[1]:.6f} Eh')
print(f'rate predicted, observed: {1-mu[1]:.6f} {obs:.6f}; steps {k8}')

print('--- Hubbard dimer, energies in units of t')
def hubbard(Uval):
    eri = np.zeros((2,)*4); eri[0, 0, 0, 0] = eri[1, 1, 1, 1] = Uval
    return System(np.array([[0., -1.], [-1., 0.]]), eri, (1, 1))
Db = np.full((2, 2, 2), 0.5); Sh = hubbard(2.0); T, Om, H, g = Sh.tangent(Db)
v = np.linalg.eigh(H)[1][:, 0]; c4 = Sh.quartic(Db, T, H, v)[1]; assert abs(c4-0.25) < 1e-12
s = Sh.profile(Sh.run(Sh.rotate(Db, 0.5*T@v), 3.0, 3000)[0], Db)[4]; slope = (s[3000]**-2 - s[1500]**-2)/1500
assert abs(slope/(2/(2+3.0))-1) < 0.01
print(f'U=2, b=3: c4 {c4:.6f}, slope predicted, observed {8*c4/(v@((Om+3)*v)):.5f} {slope:.5f}')
Sh = hubbard(4.0); gm, gp = Sh.bounds(); ang = lambda p: np.outer([np.cos(p), np.sin(p)], [np.cos(p), np.sin(p)])
st = np.array([ang(0.5), ang(0.6)]); Ds = Sh.run(st, 0.0, 200)[0]; dc = np.linalg.norm(Ds[-1]-Ds[-2])
assert abs(dc - 2*np.sqrt(1-4/16)) < 1e-10 and np.linalg.norm(Ds[-1]-Ds[-3]) < 1e-12
Ds, gaps = Sh.run(st, 5.0, 600); r = inequalities(Sh, Ds, gaps, 5.0, gm, gp)
assert r[3] < 1e-10 and abs(r[2] + 2/4.0) < 1e-10
print(f'U=4: g-, g+ {gm:.3f} {gp:.3f}; b=0 two-cycle step {dc:.6f}; b=5 limit energy {r[2]:.6f}')
print('ALL CHECKS PASSED')
```

Output:

```
level shift b: 2.0 Eh
level shift b: 54.42 eV
--- BeH2 nondegenerate minimum
R: 2.50 bohr
E* total: -15.56049974 Eh
g-, g+: -2.11576 1.02917 Eh
random starts: min drop/bound: 1.396 
random starts: max grad/bound: 0.601 
random starts: E_limit-E* (Eh): 3.6e-15 3.6e-15 3.6e-15 -7.1e-15
smallest orbital gap: 0.634723 Eh
lambda_min of H: 0.251275 Eh
mu_max: 0.663766 
rho predicted, observed: 0.905911 0.905909; steps to d<1e-8: 147
a, c: 0.48542 4.11576 Eh
kappa run, 1/sqrt(2 lambda_min): 1.41062 1.41062 Eh^-1/2
energy factor bound q, true rho^2: 0.985803 0.820674
k=5: e_k 1.9352e-03 Eh, d_(k-1) 1.3007e-02, M 23.921 Eh^-1/2
path length from k=5, bound: 0.12388 1.06531
--- BeH2 Coulson-Fischer point
Rc: 3.520669 bohr
Rc: 1.863058 angstrom
g-, g+: -2.10882 1.20209 Eh
kernel dimension 1; next Hessian eigenvalue 0.046396 Eh
c4 0.021656 Eh, m_v 2.629396 Eh, |(Omega+b)v|/m_v 1.001087
slope of 1/s^2 predicted, observed: 0.065890 0.065882 per step
n=30000: s 0.02247, e 5.5249e-09 Eh, grad 9.8435e-07 Eh, e/s^4 0.021656 Eh
exponents: distance -0.4988, energy -1.9951, 1-theta 0.7500
kappa 0.66102 Eh^-1/4, M 27.231 Eh^-1/4, mu0 9.5608e-03 Eh^-1/2
bounds at n=30000: e 9.9974e-06 Eh, distance 0.2348
steps for s=1e-4 from m_v/(8 c4 s^2): 1.518e+09 
spin-symmetric start: rate predicted, observed 0.899456 0.899456; steps 137
--- BeH2 M_S=1 at R=2.5 bohr (orbit of minima)
E total: -15.29985966 Eh
lowest Hessian eigenvalues: -6.5e-16 0.057505 Eh
rate predicted, observed: 0.975783 0.975783; steps 503
--- Hubbard dimer, energies in units of t
U=2, b=3: c4 0.250000, slope predicted, observed 0.40000 0.39993
U=4: g-, g+ -4.000 4.000; b=0 two-cycle step 1.732051; b=5 limit energy -0.500000
ALL CHECKS PASSED
```
